# Surface Temperature of a Heated Multilayer from Thermal Transfer Matrices: test program

```python
"""
Surface temperature of a heated multilayer on a semi-infinite substrate.

Result under test, for time factor exp(i w t) and radial wavenumber k:
    Z = (M22 - Ys*M12) / (Ys*M11 - M21),   Ys = kz_s * q_s
    H = P/(2 pi) * integral k Z exp(-k^2 (w0^2 + w1^2)/8) dk
M    : product of layer and interface matrices acting on (temperature, flux),
       top layer on the right
q    : sqrt((kr k^2 + i w c)/kz), the root with positive real part
kz,kr: conductivities across and along the layers; c: heat capacity per volume
Z    : surface temperature per unit absorbed flux
H    : surface temperature averaged over a Gaussian probe
w0,w1: 1/e^2 intensity radii of pump and probe; P: absorbed power amplitude
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import j0

# material = (kz, kr, c)
METAL = (100.0, 100.0, 2.5e6)
FILM = (5.0, 15.0, 2.0e6)
SUBSTRATE = (50.0, 50.0, 2.0e6)
LAYERS = [(100e-9, METAL), (500e-9, FILM)]
CONDUCTANCES = [50e6, 200e6]
POWER, PUMP, PROBE = 1e-3, 5e-6, 3e-6


def decay_rate(material, k, omega):
    kz, kr, c = material
    return np.sqrt((kr * k**2 + 1j * omega * c) / kz)


def layer_matrix(thickness, material, k, omega):
    q = decay_rate(material, k, omega)
    y = material[0] * q
    ch, sh = np.cosh(q * thickness), np.sinh(q * thickness)
    return np.array([[ch, -sh / y], [-y * sh, ch]])


def interface_matrix(conductance):
    return np.array([[1.0, -1.0 / conductance], [0.0, 1.0]])


def stack_matrix(k, omega, conductances=CONDUCTANCES):
    total = np.eye(2, dtype=complex)
    for (d, material), g in zip(LAYERS, conductances):
        total = interface_matrix(g) @ layer_matrix(d, material, k, omega) @ total
    return total


def close_stack(m, k, omega):
    ys = SUBSTRATE[0] * decay_rate(SUBSTRATE, k, omega)
    return (m[1, 1] - ys * m[0, 1]) / (ys * m[0, 0] - m[1, 0])


def surface_response(k, omega, conductances=CONDUCTANCES):
    return close_stack(stack_matrix(k, omega, conductances), k, omega)


def wavenumber_rule(radius, count=200):
    x, weight = np.polynomial.legendre.leggauss(count)
    k_max = np.sqrt(320.0) / radius
    return 0.5 * k_max * (x + 1), 0.5 * k_max * weight


def probe_temperature(freq, conductances=CONDUCTANCES, count=200):
    radius = np.hypot(PUMP, PROBE)
    k, weight = wavenumber_rule(radius, count)
    z = np.array([surface_response(v, 2 * np.pi * freq, conductances) for v in k])
    return POWER / (2 * np.pi) * np.sum(weight * k * z * np.exp(-(k * radius)**2 / 8))


def surface_profile(r, freq):
    k, weight = wavenumber_rule(PUMP)
    z = np.array([surface_response(v, 2 * np.pi * freq) for v in k])
    kernel = k * j0(k * r) * np.exp(-(k * PUMP)**2 / 8)
    return POWER / (2 * np.pi) * np.sum(weight * kernel * z)


def network(conductance):
    """Matrix of net heat outflow for a chain of cells."""
    diagonal = np.zeros(len(conductance) + 1)
    diagonal[:-1] += conductance
    diagonal[1:] += conductance
    return diags([-conductance, diagonal, -conductance], [-1, 0, 1], format="csc")


# Depth cells for the direct finite-volume solutions
cell_counts = [8, 60]
substrate_edges = 30e-6 * np.linspace(0, 1, 81)**2
dz = np.concatenate([np.full(n, d / n) for n, (d, _) in zip(cell_counts, LAYERS)]
                    + [np.diff(substrate_edges)])
cell_material = np.array([METAL] * 8 + [FILM] * 60 + [SUBSTRATE] * 80)
kz_cell, kr_cell, c_cell = cell_material.T
half_resistance = dz / (2 * kz_cell)
link_resistance = half_resistance[:-1] + half_resistance[1:]
link_resistance[7] += 1 / CONDUCTANCES[0]
link_resistance[67] += 1 / CONDUCTANCES[1]
depth_network = network(1 / link_resistance)


def direct_response(k, omega):
    """Surface temperature for unit flux from the discretized heat equation."""
    sink = diags((kr_cell * k**2 + 1j * omega * c_cell) * dz)
    source = np.zeros(len(dz), dtype=complex)
    source[0] = 1
    return spsolve((depth_network + sink).tocsc(), source)[0] + half_resistance[0]


F0 = 1e6
W0 = 2 * np.pi * F0

# Layer matrix against the exponential of the first-order system
K_TEST = 5e5
scale = 1e7  # flux is divided by this to balance the matrix
for d, material in LAYERS:
    kz, kr, c = material
    generator = np.array([[0, -scale / kz],
                          [-(kr * K_TEST**2 + 1j * W0 * c) / scale, 0]])
    balanced = layer_matrix(d, material, K_TEST, W0) * np.array(
        [[1, scale], [1 / scale, 1]])
    assert np.allclose(expm(generator * d), balanced, rtol=1e-10, atol=1e-12)

# Closed formula against the discretized heat equation
depth_errors = []
for k, freq in [(0.0, 1e6), (5e5, 1e6), (2e6, 1e6), (0.0, 1e7)]:
    reference = direct_response(k, 2 * np.pi * freq)
    depth_errors.append(abs(surface_response(k, 2 * np.pi * freq) / reference - 1))
assert max(depth_errors) < 1e-3  # second-order grid error

# Reversed multiplication order must fail
metal_m = layer_matrix(*LAYERS[0], 0.0, W0)
film_m = layer_matrix(*LAYERS[1], 0.0, W0)
reversed_m = (metal_m @ interface_matrix(CONDUCTANCES[0])
              @ film_m @ interface_matrix(CONDUCTANCES[1]))
z_reversed = close_stack(reversed_m, 0.0, W0)
assert abs(z_reversed / direct_response(0.0, W0) - 1) > 0.05

# A thick insulated bottom layer reproduces the semi-infinite substrate
thick = layer_matrix(40e-6, SUBSTRATE, K_TEST, W0) @ stack_matrix(K_TEST, W0)
assert abs(-thick[1, 1] / thick[1, 0] / surface_response(K_TEST, W0) - 1) < 1e-6

# Power identity, integrated through the stack by quadrature
z_surface = surface_response(K_TEST, W0)
state = np.array([z_surface, 1.0 + 0j])
nodes, node_weights = np.polynomial.legendre.leggauss(40)
power_sum = 0j
for (d, material), g in zip(LAYERS, CONDUCTANCES):
    kz, kr, c = material
    for x, weight in zip(nodes, node_weights):
        theta, flux = layer_matrix(0.5 * d * (x + 1), material, K_TEST, W0) @ state
        power_sum += 0.5 * d * weight * (
            abs(flux)**2 / kz + (kr * K_TEST**2 + 1j * W0 * c) * abs(theta)**2)
    state = layer_matrix(d, material, K_TEST, W0) @ state
    power_sum += abs(state[1])**2 / g
    state = interface_matrix(g) @ state
kz, kr, c = SUBSTRATE
q_sub = decay_rate(SUBSTRATE, K_TEST, W0)
power_sum += (kz * abs(q_sub)**2 + kr * K_TEST**2 + 1j * W0 * c) * (
    abs(state[0])**2 / (2 * q_sub.real))
assert abs(power_sum / np.conj(z_surface) - 1) < 1e-9

# Full solution in radius and depth, without transforms
s = np.linspace(0, 1, 51)[1:]
r_edge = np.concatenate([np.linspace(0, 10e-6, 101),
                         10e-6 + 40e-6 * (0.15 * s + 0.85 * s**2)])
r_mid = 0.5 * (r_edge[1:] + r_edge[:-1])
area = np.pi * np.diff(r_edge**2)
radial_network = network(2 * np.pi * r_edge[1:-1] / np.diff(r_mid))
system = (kron(diags(kr_cell * dz), radial_network)
          + kron(depth_network, diags(area))
          + 1j * W0 * kron(diags(c_cell * dz), diags(area))).tocsc()
pump_power = -POWER * np.diff(np.exp(-2 * r_edge**2 / PUMP**2))
probe_weight = -np.diff(np.exp(-2 * r_edge**2 / PROBE**2))
source = np.zeros(len(dz) * len(area), dtype=complex)
source[:len(area)] = pump_power
field_top = spsolve(system, source)[:len(area)]
field_top = field_top + pump_power / area * half_resistance[0]
h_direct = np.sum(probe_weight * field_top)
h_main = probe_temperature(F0)
assert abs(h_main / h_direct - 1) < 2e-3  # second-order grid error
profile_points = [0, 50]
profile = [surface_profile(r_mid[i], F0) for i in profile_points]
for i, value in zip(profile_points, profile):
    assert abs(value / field_top[i] - 1) < 3e-3  # second-order grid error

# Static half-space: point-source field averaged over both beams
beam = np.hypot(PUMP, PROBE)
mean_inverse_distance = quad(
    lambda u: 4 * np.exp(-2 * u**2), 0, 8)[0] / beam
static_direct = POWER * mean_inverse_distance / (2 * np.pi * SUBSTRATE[0])
static_formula = POWER / (np.sqrt(2 * np.pi) * SUBSTRATE[0] * beam)
k, weight = wavenumber_rule(beam)
z_bare = np.array([close_stack(np.eye(2), v, 2 * np.pi * 1e-6) for v in k])
static_transform = POWER / (2 * np.pi) * np.sum(
    weight * k * z_bare * np.exp(-(k * beam)**2 / 8))
assert abs(static_direct / static_formula - 1) < 1e-9
assert abs(static_transform / static_direct - 1) < 1e-4  # small nonzero frequency

# Frequency scan and the effect of the upper interface
frequencies = [1e5, 1e6, 1e7]
doubled = [2 * CONDUCTANCES[0], CONDUCTANCES[1]]
scan = [(f, probe_temperature(f), probe_temperature(f, doubled)) for f in frequencies]
for f, h, h_doubled in scan:
    assert abs(probe_temperature(f, count=400) / h - 1) < 1e-7
    assert -90 < np.angle(h, deg=True) < 0
    assert -90 < np.angle(h_doubled, deg=True) < 0


def show(label, value, unit=""):
    print(f"{label}: {value.real:.4f} {value.imag:+.4f}i {unit}".rstrip())


print("INPUTS")
for name, d, mat in [("transducer", LAYERS[0][0], METAL),
                     ("film", LAYERS[1][0], FILM), ("substrate", None, SUBSTRATE)]:
    size = "semi-infinite" if d is None else f"d={d*1e9:.0f} nm"
    print(f"{name}: {size}, kz={mat[0]:.0f}, kr={mat[1]:.0f} W/(m K), "
          f"c={mat[2]/1e6:.1f} MJ/(m^3 K)")
print("G upper, lower:", *[f"{g/1e6:.0f}" for g in CONDUCTANCES], "MW/(m^2 K)")
print(f"pump, probe radius: {PUMP*1e6:.0f}, {PROBE*1e6:.0f} um")
print(f"absorbed power amplitude: {POWER*1e3:.0f} mW")
print(f"AT {F0/1e6:.0f} MHz AND k = 0")
for name, mat in [("transducer", METAL), ("film", FILM), ("substrate", SUBSTRATE)]:
    print(f"1/Re q, {name}: {1e6/decay_rate(mat, 0.0, W0).real:.3f} um")
m_main = stack_matrix(0.0, W0)
for name, m in [("transducer", metal_m), ("film", film_m), ("product", m_main)]:
    show(f"{name} M11", m[0, 0])
    show(f"{name} M12", m[0, 1] * 1e9, "m^2 K/GW")
    show(f"{name} M21", m[1, 0] / 1e6, "MW/(m^2 K)")
    show(f"{name} M22", m[1, 1])
ys_main = SUBSTRATE[0] * decay_rate(SUBSTRATE, 0.0, W0)
show("Ys", ys_main / 1e6, "MW/(m^2 K)")
show("numerator M22-Ys*M12", m_main[1, 1] - ys_main * m_main[0, 1])
show("denominator Ys*M11-M21", (ys_main * m_main[0, 0] - m_main[1, 0]) / 1e6,
     "MW/(m^2 K)")
show("Z from matrices", surface_response(0.0, W0) * 1e9, "m^2 K/GW")
show("Z from finite volumes", direct_response(0.0, W0) * 1e9, "m^2 K/GW")
show("Z with reversed order", z_reversed * 1e9, "m^2 K/GW")
print(f"largest relative error of Z, four cases: {max(depth_errors):.1e}")
print(f"GAUSSIAN BEAMS AT {F0/1e6:.0f} MHz")
for i, value in zip(profile_points, profile):
    print(f"surface at r={r_mid[i]*1e6:.2f} um: matrices {abs(value):.4f} K, "
          f"finite volumes {abs(field_top[i]):.4f} K")
show("H from matrices", h_main, "K")
show("H from finite volumes", h_direct, "K")
print(f"relative difference of H: {abs(h_main/h_direct-1):.1e}")
print("FREQUENCY SCAN")
for f, h, h_doubled in scan:
    print(f"{f/1e6:.1f} MHz: |H|={abs(h):.4f} K, phase={np.angle(h, deg=True):.2f} deg, "
          f"phase with upper G doubled={np.angle(h_doubled, deg=True):.2f} deg")
print(f"static H, bare substrate: {static_formula:.4f} K")
print("verified")
```

Running it gives:

```
INPUTS
transducer: d=100 nm, kz=100, kr=100 W/(m K), c=2.5 MJ/(m^3 K)
film: d=500 nm, kz=5, kr=15 W/(m K), c=2.0 MJ/(m^3 K)
substrate: semi-infinite, kz=50, kr=50 W/(m K), c=2.0 MJ/(m^3 K)
G upper, lower: 50 200 MW/(m^2 K)
pump, probe radius: 5, 3 um
absorbed power amplitude: 1 mW
AT 1 MHz AND k = 0
1/Re q, transducer: 3.568 um
1/Re q, film: 0.892 um
1/Re q, substrate: 2.821 um
transducer M11: 1.0000 +0.0008i
transducer M12: -1.0000 -0.0003i m^2 K/GW
transducer M21: 0.0004 -1.5708i MW/(m^2 K)
transducer M22: 1.0000 +0.0008i
film M11: 0.9836 +0.3138i
film M12: -99.6711 -10.4671i m^2 K/GW
film M21: 0.6577 -6.2625i MW/(m^2 K)
film M22: 0.9836 +0.3138i
product M11: 0.9502 +0.5410i
product M12: -125.1594 -19.3816i m^2 K/GW
product M21: 1.3527 -7.7861i MW/(m^2 K)
product M22: 0.9694 +0.4461i
Ys: 17.7245 +17.7245i MW/(m^2 K)
numerator M22-Ys*M12: 2.8443 +3.0080i
denominator Ys*M11-M21: 5.9006 +34.2164i MW/(m^2 K)
Z from matrices: 99.2936 -66.0025i m^2 K/GW
Z from finite volumes: 99.2983 -66.0125i m^2 K/GW
Z with reversed order: 108.7767 -59.7187i m^2 K/GW
largest relative error of Z, four cases: 1.1e-04
GAUSSIAN BEAMS AT 1 MHz
surface at r=0.05 um: matrices 2.3460 K, finite volumes 2.3459 K
surface at r=5.05 um: matrices 0.4991 K, finite volumes 0.4991 K
H from matrices: 1.6565 -0.7837i K
H from finite volumes: 1.6564 -0.7838i K
relative difference of H: 7.8e-05
FREQUENCY SCAN
0.1 MHz: |H|=2.4862 K, phase=-7.71 deg, phase with upper G doubled=-8.03 deg
1.0 MHz: |H|=1.8326 K, phase=-25.32 deg, phase with upper G doubled=-26.21 deg
10.0 MHz: |H|=0.6257 K, phase=-54.20 deg, phase with upper G doubled=-55.31 deg
static H, bare substrate: 1.3684 K
verified
```
